# Depolarising field of a short-circuited ferroelectric film with a dead layer

## Form of the answer

A ferroelectric film of thickness \(d\) and permittivity \(e\) lies on a non-polar dielectric, the dead layer, of thickness \(s\) and permittivity \(f\). Metal electrodes enclose the pair and are connected by a wire. The film carries a uniform polarisation \(P\) normal to its plane. What field \(E\) does this leave in the film?

The equations of electrostatics are linear and \(P\) is the only source, so \(E\) is proportional to \(P\). Reversing \(P\) reverses \(E\). The ratio \(P/e\) has the dimension of a field, and the remaining dimensionless ratios are \(s/d\) and \(f/e\). These two do not enter separately. The dead layer acts on the rest of the circuit through its voltage, which for a displacement \(D\) is \(Ds/f\). Multiplying \(s\) and \(f\) by the same number therefore leaves the film unchanged. The one combination of \(s/d\) and \(f/e\) that respects this scaling is their quotient, so

\[
E=-\frac{P}{e}\,\Phi(x),\qquad x=\frac{s/d}{f/e}=\frac{es}{fd}.
\]

With no dead layer, the wire forces the film voltage to zero, hence \(\Phi(0)=0\). The function \(\Phi\) follows from Gauss's law and the loop condition.

## Conventions and derivation

The \(z\) axis points along positive \(P\), from the film to the dead layer. Fields are positive along \(z\). Both \(e\) and \(f\) are absolute permittivities, \(e=e_r\varepsilon_0\) and \(f=f_r\varepsilon_0\). The electrodes are at first ideal metals with equal work functions.

The symbol \(P\) means the polarisation that the film has at zero field. The further polarisation induced by \(E\) is taken as linear and is contained in \(e\). With \(E_L\) the field in the dead layer,

\[
D_{\rm film}=eE+P,\qquad D_{\rm layer}=fE_L .
\]

If there is no free charge at the interface, Gauss's law makes the normal displacement continuous:

\[
eE+P=fE_L .
\]

The wire makes the total voltage vanish:

\[
Ed+E_Ls=0\quad\Rightarrow\quad E_L=-\frac{d}{s}E .
\]

Insert this in Gauss's law, multiply by \(s\), and collect the terms in \(E\):

\[
esE+Ps=-fdE\quad\Rightarrow\quad (fd+es)E=-Ps .
\]

Hence

\[
\boxed{E=-\frac{Ps}{fd+es}},\qquad E_L=\frac{Pd}{fd+es},\qquad D=fE_L=\frac{Pfd}{fd+es}.
\]

Dividing numerator and denominator of \(E\) by \(fd\) gives \(\Phi(x)=x/(1+x)\), in agreement with the scaling argument.

The minus sign has a direct origin. Polarisation puts bound charge \(+P\) per area on the film face next to the dead layer. The electrode charge that screens it is a distance \(s\) away, so a voltage stands across the dead layer. The film must carry the opposite voltage, and its field points against \(P\).

### Limits

For \(x\ll1\), a thick film or a thin dead layer, \(E\approx-Ps/(fd)\). This approximation exceeds the full result in magnitude by the fraction \(x\) of the full result. In the same limit \(E_L\to P/f\): a thicker film lowers its own field but does not relieve the dead layer.

For \(x\gg1\), \(E\to-P/e\) and \(D\to0\). The dead layer then isolates the film, which behaves as if it were on open circuit.

If dead layers lie on both sides, their voltages add at the same \(D\), so \(s/f\) is replaced by \(\sum_i s_i/f_i\). For equal permittivities, \(s\) is the total thickness.

### Which polarisation to enter

The total polarisation \(P_t\) includes the linear response:

\[
P_t=P+(e-\varepsilon_0)E,\qquad D_{\rm film}=\varepsilon_0E+P_t .
\]

The second relation has the earlier form with \(e\) replaced by \(\varepsilon_0\) and \(P\) by \(P_t\). The same elimination therefore gives

\[
E=-\frac{P_ts}{fd+\varepsilon_0s}.
\]

An implementation must pair \(P\) with \(e\), or \(P_t\) with \(\varepsilon_0\). Pairing \(P_t\) with \(e\) counts the linear response twice.

### Interface charge and applied voltage

Let free charge \(\sigma\) per area sit at the interface, and let the electrodes impose \(Ed+E_Ls=V\). Gauss's law becomes \(fE_L=eE+P+\sigma\). Substitution in the voltage condition gives

\[
Ed+\frac{s}{f}(eE+P+\sigma)=V
\quad\Rightarrow\quad
E=\frac{fV-(P+\sigma)s}{fd+es}.
\]

Here \(V\) is the potential of the film-side electrode minus that of the other electrode. Unequal work functions act as a built-in \(V\) even when the wire is connected. For \(V=0\), the charge \(\sigma=-P\) removes the field completely if the metals are ideal.

## Worked example

Take a 10 nm film with \(e_r=30\) and \(P=20\) uC/cm2, and a 2 nm dead layer with \(f_r=9\). With relative permittivities the formula needs \(P/\varepsilon_0=225.9\) MV/cm, and

\[
f_rd=90\ \text{nm},\qquad e_rs=60\ \text{nm},
\]
\[
E=-225.9\times\frac{2}{90+60}=-3.01\ \text{MV/cm}=-3.01\times10^{8}\ \text{V/m},
\]
\[
E_L=225.9\times\frac{10}{150}=15.1\ \text{MV/cm}.
\]

The film voltage is \(-3.01\) V and the dead-layer voltage is \(+3.01\) V. The electrode charge density has magnitude \(D=20\times90/150=12.0\) uC/cm2. In linear response the total polarisation would be 12.3 uC/cm2, well below the 20 uC/cm2 entered as \(P\). Since \(x=60/90=0.67\), the thin-layer approximation would overstate the field by 67% of the full result.

Take 1 MV/cm as a rough coercive field and 10 MV/cm as a rough breakdown field of the dead layer. The calculated fields exceed them by factors of 3.0 and 1.5. The formula has answered the question put to it, namely what field accompanies a held \(P\). It has not shown that the film can hold that \(P\).

Suppose that the film field is to be reduced to 0.5 MV/cm in magnitude by interface charge. At fixed \(P\), the field is proportional to \(P+\sigma\), so

\[
P+\sigma=20\times\frac{0.5}{3.012}=3.32\ \text{uC/cm2},\qquad
\sigma=-16.7\ \text{uC/cm2}.
\]

This compensates 83% of \(P\) and needs \(1.0\times10^{14}\) electrons per cm2, about one per square nanometre. The dead-layer field falls to \(0.5\times10/2=2.5\) MV/cm. This state is called the compensated case below. The compensation serves one polarity only: reversing \(P\) with \(\sigma\) unchanged gives \(+5.5\) MV/cm in the film and \(-27.6\) MV/cm in the dead layer, so both states are relieved only if \(\sigma\) reverses with \(P\).

## When the film cannot hold its polarisation

Linear response fails when the field is large enough to alter \(P\) strongly. A simple model for a uniform film is the Landau relation between field and total polarisation \(p\),

\[
E=-ap+bp^3 .
\]

Two conditions fix its constants. At \(E=0\) the polarisation is \(P\), so \(b=a/P^2\). The slope there is

\[
\frac{dE}{dp}=-a+3bP^2=2a .
\]

It must equal \(1/(e-\varepsilon_0)\), because \(e-\varepsilon_0\) is the susceptibility already contained in \(e\). Hence \(a=1/[2(e-\varepsilon_0)]\).

The circuit supplies \(E=-kp\), with \(k=s/(fd+\varepsilon_0s)\) from the formula for total polarisation. Equating the two expressions gives

\[
p\,(k-a+bp^2)=0
\quad\Rightarrow\quad
p=0\quad\text{or}\quad p^2=P^2\left(1-\frac{k}{a}\right).
\]

The energy per volume whose derivative gives this equation is \((k-a)p^2/2+bp^4/4\). Its curvature at \(p=0\) is \(k-a\). For \(k<a\) the polar solutions are minima, with curvature \(2(a-k)\). For \(k>a\) the only minimum among uniform states is \(p=0\). Without gradient energy that state is itself unstable to lateral modulation, in the example for half-periods below about 9 nm (about 30 nm if the in-plane permittivity is \(e\) rather than \(\varepsilon_0\)), so the film may break into domains rather than become non-polar. Setting \(k=a\) gives the critical dead-layer thickness:

\[
s_c=a(fd+\varepsilon_0s_c)
\quad\Rightarrow\quad
s_c=\frac{fd}{1/a-\varepsilon_0}=\frac{fd}{2e-3\varepsilon_0}.
\]

In the example \(s_c=90/(60-3)=1.58\) nm. The actual 2 nm exceeds it, so without interface charge this model has no stable uniform polarisation. The linear value of 12.3 uC/cm2 is then not a usable estimate of what remains.

This verdict depends on assigning all of \(e-\varepsilon_0\) to the switchable polarisation. If a part of the response is a non-switching background of permittivity \(e_b\), then \(D_{\rm film}=e_bE+p\), and \(\varepsilon_0\) is replaced by \(e_b\) in \(a\) and \(k\). The same steps give \(s_c=fd/(2e-3e_b)\). In the example \(s_c\) reaches 2 nm at \(e_b=5\varepsilon_0\) and 3 nm at \(e_b=10\varepsilon_0\), where a uniform polar state with \(p=10.4\) uC/cm2 remains a minimum against uniform changes of \(p\). Its fields, \(-2.1\) MV/cm in the film and 10.7 MV/cm in the dead layer, still exceed the rough coercive and breakdown values. It also lies on the branch where \(dE/dp=2a-3k\) is negative, which in the example happens for \(e_b<11.25\varepsilon_0\). There only the circuit holds it: without gradient energy it is unstable to lateral modulations of half-period below about 5 nm, for an amplitude free to vary with depth and an isotropic background (about 8.5 nm if the in-plane permittivity is \(e\)), so its survival depends on the wall energy, which this model omits. For \(e_b\ge2e/3\) there is no critical thickness. The numbers below use \(e_b=\varepsilon_0\) unless stated.

The model also gives the field at which a polar state loses stability when the field itself is imposed, as in a film without a dead layer. In the short-circuited stack the circuit ties \(E\) to \(p\), and the stability limit against uniform changes of \(p\) is \(s_c\) instead. The function \(ap-bp^3\) is largest at \(p=P/\sqrt3\), where it equals

\[
E_{\rm int}=\frac{2aP}{3\sqrt3}=1.50\ \text{MV/cm}.
\]

The ideal depolarising field is twice this. A background raises the value, to 2.2 MV/cm for \(e_b=10\varepsilon_0\) and 4.3 MV/cm for \(e_b=20\varepsilon_0\). In the compensated case the field is well below it. Solving \(-ap+bp^3=-k(p+\sigma)\) numerically on the branch near \(P\), with \(\sigma\) held fixed, gives \(E=-0.48\) MV/cm in place of \(-0.50\). Linear response is thus adequate there, with a change of 4% of the linear field.

## Electrodes with a finite screening length

A metal screens a field over a length \(\lambda\), not in a plane. For linear screening the potential in the metal decays as \(\exp(-|z|/\lambda)\) from the surface. If the displacement at the surface is \(D\) and the metal's background permittivity is \(\varepsilon_0\), the surface field is \(D/\varepsilon_0\) and the voltage in the metal is \(\lambda D/\varepsilon_0\).

Write \(\ell=\lambda/\varepsilon_0\). The displacement is \(D_1=eE+P\) on the film side and \(D_2=D_1+\sigma\) on the dead-layer side. The loop condition is

\[
\ell D_1+Ed+\left(\frac{s}{f}+\ell\right)D_2=0 .
\]

Substitution of \(D_1\) and \(D_2\), with the terms in \(E\) collected, gives

\[
E=-\frac{P(s/f+2\ell)+\sigma(s/f+\ell)}{d+e(s/f+2\ell)} .
\]

Without interface charge, the electrodes simply add \(2\ell\) to \(s/f\). With it, the two electrodes carry different charges. Even \(\sigma=-P\) leaves a numerator \(P\ell\), because the voltage in the film-side electrode remains.

For a free-electron gas of density \(n\) and Fermi energy \(E_F\), the density of states at the Fermi level is \(3n/(2E_F)\). With \(q\) the elementary charge, a potential \(\varphi\) induces the charge density \(-3nq^2\varphi/(2E_F)\). Poisson's equation then gives

\[
\lambda^2=\frac{2\varepsilon_0E_F}{3nq^2}.
\]

Taking \(n=5\times10^{22}\) per cm3 gives \(E_F=4.95\) eV and \(\lambda=0.060\) nm. The film field without interface charge becomes \(-3.8\) MV/cm, 27% larger in magnitude than with ideal metals. In the compensated case, with \(\sigma\) unchanged, it becomes \(-1.2\) MV/cm instead of \(-0.5\) MV/cm. This is a linear-response value; with the Landau relation it is \(-1.0\) MV/cm. Either is comparable to the rough coercive field, so the charge chosen with ideal electrodes would not secure the intended margin.

This estimate is coarse, since \(\lambda\) is smaller than an atomic spacing. Even its sign depends on where the metal boundary is placed: it puts the screening charge 0.06 nm inside the metal, whereas a self-consistent local-density jellium surface of the same density, facing vacuum, puts it about 0.07 nm outside the edge of the positive background. Entering \(-0.07\) nm for \(\lambda\) gives \(-1.5\) MV/cm without interface charge and reverses the compensated field to \(+0.8\) MV/cm. It also omits the bound electrons of the metal. If they give it a relative permittivity \(\varepsilon_m\), the screening length grows by \(\sqrt{\varepsilon_m}\) while the surface field falls by \(\varepsilon_m\), so the voltage falls by \(\sqrt{\varepsilon_m}\). Including the bound electrons would therefore reduce the correction above: in linear response the compensated field is \(-0.93\) MV/cm for \(\varepsilon_m=3\) and \(-0.75\) MV/cm for \(\varepsilon_m=10\). If \(s/f\) is extracted from a measured series capacitance, that value may already include the electrodes, and \(2\ell\) must not be added again.

## Domains

Regions of opposite polarisation reduce the average charge at the interface. Consider \(P\cos(kx)\), uniform through the film, with ideal electrodes and an isotropic permittivity \(e\). In this section \(k\) is the lateral wave number. The potential has the form \(v(z)\cos(kx)\), and Laplace's equation gives \(v''=k^2v\).

Let \(v_i\) be the amplitude at the interface \(z=d\). The solutions that vanish at the electrodes are

\[
v=v_i\frac{\sinh kz}{\sinh kd}\ \ (\text{film}),\qquad
v=v_i\frac{\sinh k(d+s-z)}{\sinh ks}\ \ (\text{layer}).
\]

At the interface the normal displacements, \(-ev'+P\) in the film and \(-fv'\) in the layer, must agree:

\[
-ekv_i\coth kd+P=fkv_i\coth ks
\quad\Rightarrow\quad
v_i=\frac{P}{k(e\coth kd+f\coth ks)} .
\]

As \(k\to0\), \(k\coth kd\to1/d\) and \(k\coth ks\to1/s\). Then \(v_i\to Pds/(fd+es)\), which is \(-Ed\) for the uniform film. For \(kd\) and \(ks\) both large, \(v_i\to P/[k(e+f)]\), and finer domains lower the potential in proportion to their width.

An assumed domain width of 10 nm is half a period, so \(k=\pi/(10\ \text{nm})\). The interface potential, and with it the thickness-averaged film field, is then 0.52 of its uniform value at the same amplitude \(P\). The field is concentrated near the interface, however: its magnitude there in the film, \(kv_i\coth kd\), is 4.9 MV/cm, above the uniform 3.0 MV/cm, and it tends to \(P/(e+f)\) for fine domains. At the centre of abrupt domains of the same width the two figures are 0.59 and 4.7 MV/cm. These fields exceed the rough coercive field, so the amplitude \(P\) is again only assumed to be held. This compares prescribed domains with a uniform film; it does not predict which pattern forms or include wall energy.

## Charge supplied by tunnelling

The field \(E_L>0\) pushes electrons from the adjacent electrode towards the film interface. If states are available there, this supplies the negative \(\sigma\) that compensates \(P\).

Consider electrons whose energy of motion along \(z\) lies a depth \(w\) below the Fermi level. At zero temperature the occupied states of transverse motion number \(mw/(\pi\hbar^2)\) per area, including spin. Each contributes a flux \(1/(2\pi\hbar)\) per unit energy of motion along \(z\). The current density is therefore

\[
J=\frac{qm}{2\pi^2\hbar^3}\int w\,T(w)\,dw,
\]
\[
T(w)=\exp\left[-\frac{2}{\hbar}\int_0^s\sqrt{2m_t\max(B+w-qE_Lz,0)}\,dz\right].
\]

Here \(m\) is the electron mass, \(m_t\) the tunnelling mass and \(B\) the barrier height above the Fermi level at the electrode surface. In this integral \(z\) is the distance from that electrode into the dead layer, so it runs opposite to the earlier axis. The second line is the semiclassical transmission. It takes \(T\) to depend on \(w\) alone. Conserving transverse momentum with \(m_t\ne m\) would lower the currents below by a factor of about \(m_t/m\), and the omitted prefactor of the exponential can change them by a factor of a few. At temperature \(\Theta\), the factor \(w\) is replaced by \(k_B\Theta\ln[1+\exp(w/k_B\Theta)]\), and energies above the Fermi level are included.

Numerical integration with \(B=3\) eV, \(m_t=0.4m\) and 300 K gives about 170 A/cm2 at the ideal field without interface charge. In the compensated case it gives about 0.6 A/cm2. Temperature raises the latter by 1.5% relative to its zero-temperature value.

As charge accumulates, \(E_L\) falls. The injection time is the integral of \(d|\sigma|/J\) from zero to 16.7 uC/cm2, with \(P\) held fixed, and equals about 6 microseconds. The compensated case is not stationary either: the remaining 3.3 uC/cm2 divided by 0.57 A/cm2 is again about 6 microseconds, so with ideal electrodes compensation would continue. With the screening length above and no bound electrons, the same \(\sigma\) leaves only 0.2 MV/cm in the dead layer. That field vanishes at \(\sigma=-16.9\) uC/cm2 with the film still at \(-1.15\) MV/cm in linear response, and the injection time grows to between 9 and 15 microseconds, depending on whether the voltage in the electrode is taken to lower the barrier. The forward current falls only to about 0.24 A/cm2 at zero field; what ends the process is the return flow and the filling of the interface states, both left out here. For states spread uniformly in energy and neutral when aligned with the electrode Fermi level, holding 16.7 uC/cm2 at the 0.5 V across the dead layer needs about \(2\times10^{14}\) states per cm2 per eV (\(7\times10^{13}\) if the neutral level lies 1 eV lower). With \(10^{13}\) and an aligned neutral level, only 19% of \(P\) is compensated and the film field stays at \(-2.4\) MV/cm.

These times assume that every arriving electron finds an empty state, and they ignore return flow. They depend exponentially on barrier height, tunnelling mass and thickness: the injection time is about 0.01 microseconds for \(B=2.5\) eV and \(m_t=0.25m\), and about 650 microseconds for \(B=3.5\) eV and \(m_t=0.5m\). Even the order of magnitude is fixed only as well as these inputs are. Image-force lowering of the barrier is omitted; with an optical permittivity of 3 it shortens the time from 6 to about 1.5 microseconds. Since the barrier height places the electrons near the middle of the oxide gap, \(m_t\) must be read as an effective mass at that depth, not as the band-edge mass. They also assume that \(P\) survives during injection, which the Landau model without background permittivity does not support for the short-circuited stack. One possible route is for charge to arrive while a write voltage still holds the polarisation; this calculation does not establish that route.

## Relation to a real stack

The example lies in the regime of a hafnium zirconium oxide film grown by atomic layer deposition, with an aluminium oxide layer and titanium nitride electrodes. The permittivities, polarisation, coercive field and breakdown field are rough typical values, and real films vary with composition, grain structure and cycling. A 2 nm oxide represents a deliberately deposited layer; an unintended interfacial layer may be thinner and have another permittivity. For these inputs, a uniform film holding \(P\) without interface charge is not a consistent picture: the film field exceeds the assumed coercive field and the dead-layer field exceeds the assumed breakdown field. With ideal electrodes the second margin is only a factor of 1.5 over a rough value not specific to a 2 nm layer, and it vanishes for \(P\) near 13 uC/cm2. With the linear-screening estimate the dead-layer field is 12.4 MV/cm, the factor is 1.2, and it vanishes near 16 uC/cm2 (14.1 MV/cm and 14 uC/cm2 for \(\varepsilon_m=10\)). Whether the Landau model also loses its uniform polar state depends on the background permittivity; with ideal electrodes it does so for \(e_b\) below \(5\varepsilon_0\), and with \(s/f\) replaced by \(s/f+2\ell\) for \(e_b\) below about \(10\varepsilon_0\) (\(7\varepsilon_0\) for \(\varepsilon_m=10\)). These limits refer to uniform changes of polarisation only. Compensating 83% of \(P\) moves the ideal film field from 3.0 to 0.5 MV/cm for the polarity that the charge matches, whereas the linear-screening electrode estimate, whose size and sign are uncertain for a real interface, moves the latter back to about 1 MV/cm (1.2 MV/cm in linear response without bound electrons). A design based on the formula should therefore state the interface charge, and how \(s/f\) was obtained, along with the film thickness.
